# Time-averaged boron enhancement during a decaying interstitial transient

## Problem

A silicon wafer contains a thin buried layer of boron, used as a diffusion marker. A silicon implant, shallower than the marker, has left excess self-interstitials. The wafer is then annealed at constant temperature, starting at $t=0$.

Let $C_I$ be the interstitial concentration at the marker and $C_I^*$ its thermal-equilibrium value. The supersaturation $S=C_I/C_I^*$ starts at $S_0>1$, and its excess above equilibrium is lost at a rate proportional to that excess:

$$\frac{dS}{dt}=-\frac{S-1}{\tau}.$$

Boron is taken to migrate by interstitials alone. At fixed temperature its diffusivity is then proportional to $C_I$, so that $D_B(t)=D^*S(t)$, where $D^*$ is the equilibrium diffusivity. The boron is dilute and unclustered, and $S$ is uniform across the marker.

(a) Find $S(t)$, and show that the broadening of the marker depends on the anneal through the time average

$$M(t)=\frac1t\int_0^t\frac{D_B(t')}{D^*}\,dt'.$$

(b) Calculate $M(t)$.

(c) Show that the excess $X=M-1$ falls inversely with anneal time once the transient has ended. Find the error of this law and the local slope of $X$ on a log-log plot.

(d) Evaluate the results at 800 °C for $S_0=1000$, $\tau=100$ s and a Gaussian marker of initial standard deviation $\sigma_0=10$ nm. Take the rough value $D^*=4.283\times10^{-3}$ nm²/s. When does the inverse law set in, when is the supersaturation itself nearly gone, and when has the average fallen to 2?

(e) Estimate how far the neglected effects move these numbers.

## Hints

1. Write the rate equation for $s=S-1$. The equilibrium value of $S$ is one, not zero.
2. In the diffusion equation, replace time by a new variable that advances at the rate $D_B(t)$.
3. Split the integral of $S$ into an equilibrium part and an excess part. Ask what happens to each as $t$ grows.
4. For the slope, use $u=t/\tau$ and differentiate $\ln X$ with respect to $\ln u$.
5. "The transient has ended" can refer to $S$ or to its time integral. The two give different times.

## Solution

### (a) Supersaturation and broadening

With $s=S-1$ we have $ds/dt=dS/dt=-s/\tau$. Separating variables and integrating from $0$ to $t$ gives $\ln[s(t)/s(0)]=-t/\tau$. Since $s(0)=S_0-1$,

$$S(t)=1+(S_0-1)e^{-t/\tau}.$$

The boron concentration $C(x,t)$ obeys

$$\frac{\partial C}{\partial t}=D_B(t)\frac{\partial^2C}{\partial x^2}.$$

The diffusivity can stand outside the derivatives because $S$ is uniform across the marker. Define

$$\theta(t)=\int_0^tD_B(t')\,dt',\qquad \frac{d\theta}{dt}=D_B(t).$$

By the chain rule, $\partial C/\partial t=D_B\,\partial C/\partial\theta$. Dividing by $D_B>0$ leaves

$$\frac{\partial C}{\partial\theta}=\frac{\partial^2C}{\partial x^2}.$$

No trace of the time dependence remains. Two anneals with the same $\theta$ turn the same initial profile into the same final profile, whatever the course of $S$ in between. From the definition of $M$,

$$\theta=D^*\int_0^tS(t')\,dt'=D^*\,t\,M(t).$$

For the width, multiply the equation by $x^2$, with $x$ measured from the marker's centre, and integrate. Two integrations by parts, with vanishing boundary terms, give

$$\frac{d}{d\theta}\int x^2C\,dx=\int x^2\frac{\partial^2C}{\partial x^2}\,dx=2\int C\,dx.$$

Dividing by the conserved dose $\int C\,dx$ gives $d\sigma^2/d\theta=2$, hence

$$\sigma^2=\sigma_0^2+2D^*t\,M(t).$$

A Gaussian marker stays Gaussian, because the solution is the initial profile convolved with a Gaussian of variance $2\theta$.

### (b) The time average

Insert $S(t)$ and integrate the two terms separately:

$$\int_0^tS\,dt'=\int_0^tdt'+(S_0-1)\int_0^te^{-t'/\tau}dt'
=t+(S_0-1)\Big[-\tau e^{-t'/\tau}\Big]_0^t.$$

The bracket equals $\tau(1-e^{-t/\tau})$. Dividing by $t$, and writing $A=(S_0-1)\tau$,

$$\boxed{M(t)=1+\frac At\left(1-e^{-t/\tau}\right)}$$

The quantity $A$ is the area under the whole excess, $\int_0^\infty(S-1)\,dt$. It is a time: the duration of equilibrium diffusion that would move boron as much as the complete transient excess does.

### (c) The inverse law

The excess is

$$X(t)=\frac At\left(1-e^{-t/\tau}\right).$$

For $t\gg\tau$ the exponential vanishes and

$$\boxed{X(t)\simeq\frac At=\frac{(S_0-1)\tau}{t}}$$

Relative to $A/t$, the error is

$$\frac{A/t-X}{A/t}=e^{-t/\tau}.$$

The reason is simple. Once the transient is over, the area under the excess stops growing, and a longer anneal spreads this fixed area over more time. The boron does not move back: $tX$ saturates at $A$ while $X$ falls.

In the opposite limit, $u=t/\tau\ll1$, use $1-e^{-u}=u-u^2/2+\dots$ and $A/t=(S_0-1)/u$:

$$X=(S_0-1)\left(1-\frac u2+\dots\right).$$

A short anneal therefore sees nearly the full initial enhancement, and no inverse law.

The slope connects the two limits. Since $\ln X=\ln(S_0-1)-\ln u+\ln(1-e^{-u})$ and $d/d\ln u=u\,d/du$,

$$\frac{d\ln X}{d\ln t}=-1+\frac{u\,e^{-u}}{1-e^{-u}}=-1+\frac{u}{e^u-1}.$$

The last form follows on multiplying numerator and denominator by $e^u$. For small $u$ the fraction tends to one and the slope to zero; for large $u$ the fraction vanishes and the slope tends to $-1$. Between them the slope falls steadily, because the derivative of $u/(e^u-1)$ has the sign of $e^u(1-u)-1$. This is negative for $u>0$, since $e^{-u}>1-u$.

The unity must be subtracted before a power law is sought. For late times $M=1+A/t$, and the slope of $M$ itself is

$$\frac{d\ln M}{d\ln t}=\frac{-A/t}{1+A/t}=-\frac{A}{A+t},$$

which is near $-1$ for $\tau\ll t\ll A$ but returns to zero for $t\gg A$.

The law also depends on the baseline. Had we written $S=S_0e^{-t/\tau}$, the average would be $(S_0\tau/t)(1-e^{-t/\tau})$. It tends to zero, so the "excess above unity" would tend to $-1$. With the parameters of part (d), this average is 0.334 at 299,700 s. Such a decay would leave the crystal without interstitials, instead of at equilibrium.

### (d) Numbers at 800 °C

The area under the excess is

$$A=(1000-1)\times100\ \text{s}=99\,900\ \text{s}=27.75\ \text{h}.$$

The transient's extra contribution to $\theta$ is $D^*A=427.9$ nm². At 1000 s the exponential is negligible at the precision needed, so $X=99\,900/1000=99.9$ and $M=100.9$. The width follows from

$$\sigma^2=100+2(4.283\times10^{-3})(1000)(100.9)\approx964\ \text{nm}^2,$$

so $\sigma\approx31.1$ nm. Without the transient it would be 10.4 nm. These widths are only as good as $D^*$, and published laws for boron differ at 800 °C by a factor of two to three either way. Half the value used gives 23 nm at 1000 s, and three times the value gives 52 nm. The quantities $S$, $X$ and the three times below do not depend on $D^*$. Other times give:

| $t$ (s) | $S$ | $X$ | $A/t$ | slope | $\sigma$ (nm) |
|---:|---:|---:|---:|---:|---:|
| 10 | 905 | 951 | 9990 | −0.05 | 13.5 |
| 100 | 369 | 631 | 999 | −0.42 | 25.3 |
| 300 | 50.7 | 316 | 333 | −0.84 | 30.3 |
| 1000 | 1.045 | 99.9 | 99.9 | −1.00 | 31.1 |
| 10,000 | 1.00 | 9.99 | 9.99 | −1.00 | 32.3 |

At 10 s the inverse law overstates the excess about tenfold. At 300 s, three decay times, it is 5% too high relative to the true $X$. From 1000 to 10,000 s the average excess drops tenfold, yet the marker widens by about 1 nm. That widening is ordinary equilibrium diffusion.

The three times asked for are far apart.

- **Inverse law good to 1%.** Setting $e^{-t/\tau}=0.01$ gives $t=\tau\ln100=460.5$ s. The supersaturation is then still $1+999\times0.01\approx11$. The instantaneous diffusivity is eleven times its equilibrium value, but the area still to come, $\int_t^\infty(S-1)\,dt'=Ae^{-t/\tau}$, is 1% of the total.
- **Supersaturation nearly gone.** Requiring $S=1.1$ gives $(S_0-1)e^{-t/\tau}=0.1$, so $t=\tau\ln(999/0.1)=920.9$ s. This time depends on $S_0$; the previous one does not.
- **Average down to 2.** Here $X=1$, or $t=A(1-e^{-t/\tau})$. The solution is $t\approx A=27.75$ h, since the exponential is then negligible. At that moment equilibrium diffusion has contributed as much as the transient.

An average enhancement of 100 at 1000 s thus does not mean that boron is still diffusing a hundred times too fast. Its diffusivity at that time is within 5% of equilibrium.

The step from $D_B(t)$ to the average was tested by solving the diffusion equation numerically with the time-dependent diffusivity, on a 1 nm grid with 1 s steps up to 1000 s. The resulting width was 31.054 nm, against 31.05 nm from the formula. The profile differed from the predicted Gaussian by at most $1.1\times10^{-4}$ of the peak.

### (e) What the model leaves out

**Decay shape and the real case.** After a moderate silicon implant, rod-like {311} defects store interstitials and release them as they dissolve. Near 800 °C, supersaturations of hundreds to thousands lasting for minutes are a fair rough description, and the example lies in that regime. While the defects last they can hold $S$ near a plateau, so a single exponential is an idealization. The late excess is set by the area under $S-1$. The Gaussian decay of Variation 1, with the same $S_0$ and the same $1/e$ time $\tau$, lowers it by 11%. That figure belongs to the chosen shape: for $e^{-(t/\tau)^n}$ the area is $\Gamma(1+1/n)\,A$, which is $0.906A$ at $n=4$, and a sharp plateau of length $\tau$ has the area $A$ itself. The initial marker peak, taken here as $2\times10^{17}$ cm⁻³, is far below that of a source or drain implant, where boron clustering and the effect of holes can be large. A spike anneal is not isothermal either; there one must integrate $D^*(T)S$ along the temperature curve.

**Hole concentration.** Suppose that the boron diffusivity at fixed $S$ is proportional to $p/n_i$, with $p$ the hole and $n_i$ the intrinsic carrier concentration. The built-in field adds a drift flux. For ionized, non-degenerate boron the diffusivity is multiplied by

$$\frac p{n_i}\left(1+\frac{d\ln p}{d\ln C}\right),\qquad p=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}.$$

With the rough value $n_i=1.96\times10^{18}$ cm⁻³, this factor is 1.106 at the initial peak. It is 1.033 at the peak after 1000 s, because the marker has spread. The width responds less than these peak values suggest. The factor equals $d(Cp/n_i)/dC$, so $d\sigma^2/d\theta$ is twice the dose-weighted mean of $p/n_i$, and that mean is about 1.04 at the start. Solving the nonlinear equation raises $\sigma$ at 1000 s from 31.05 to 31.30 nm, or 0.8%, and the apparent $M$ by 1.8%.

**Few, long migrations.** A boron atom moves when an interstitial makes it mobile, and then travels some distance before it settles. Let the displacement density be $e^{-|x|/\lambda}/(2\lambda)$, whose mean square is $2\lambda^2$. After an average of $N$ independent migrations the variance is $2N\lambda^2$. Equating this to $2D^*tM$ gives $N=D^*tM/\lambda^2$. For a rough $\lambda=5$ nm, $N=17.3$ at 1000 s but 1.63 at 10 s. At 10 s about 20% of the atoms have not moved at all, so the displacements are far from Gaussian. The variance formula still holds, because variances of independent steps add; the Gaussian shape needs many migrations. For these values the marker profile departs from the Gaussian of equal width by about 7.5% of the peak at 10 s, and still by about 4% at 1000 s.

**Temperature.** With a rough activation energy of 3.46 eV for $D^*$, an error of +5 K raises it by 18.9%. With a rough activation energy of 3.7 eV for the decay rate, it also shortens $\tau$ by 16.9%. At fixed $S_0$ the late excess $X$ therefore drops by 16.9%, while the extra diffusion $D^*A$ changes by the factor $1.189\times0.831\approx0.99$. This near cancellation belongs to the chosen activation energies and to a fixed $S_0$. In reality $S_0$ also varies with temperature, since $C_I^*$ does. If a fixed implanted dose drains to the surface, $A$ scales as $1/(D_IC_I^*)$, with $D_I$ the interstitial diffusivity. For a rough activation energy of 4.7 to 4.95 eV for that product, +5 K lowers $A$ by 21 to 22% and $D^*A$ by 6 to 7%.

**Heating ramp.** During a ramp from 500 to 800 °C at 50 K/s, the integral $\int dt/\tau(T)$ is 0.0051. About 0.5% of the excess is used up before the anneal proper begins.

Boron clustering and a supersaturation that varies across the marker are not sized here. Clustering immobilizes atoms, and a non-uniform $S$ invalidates the change of variable in part (a).

## Variation 1: other decay shapes

**Question.** Keep $S_0$ and $\tau$, but let the excess $S-1$ be (i) $(S_0-1)e^{-(t/\tau)^2}$ or (ii) $(S_0-1)/(1+t/\tau)$. Does the inverse law survive?

**Solution.** For any excess,

$$tX(t)=\int_0^t(S-1)\,dt'.$$

If the integral converges to a non-zero value $A'$, then $X\simeq A'/t$. The exponential form is not needed; a finite area is.

In case (i) the Gaussian integral gives

$$A'=(S_0-1)\int_0^\infty e^{-(t/\tau)^2}dt=\frac{\sqrt\pi}{2}(S_0-1)\tau=0.886\,A.$$

The law survives with a smaller coefficient. Numerical integration gives the ratio 0.886 to the exponential case at both 1000 s and 10,000 s.

Case (ii) arises when the excess $s$ is lost at a rate proportional to $s^2$: differentiating $s=(S_0-1)/(1+t/\tau)$ gives $ds/dt=-s^2/[(S_0-1)\tau]$. Now

$$X=\frac{S_0-1}{t}\int_0^t\frac{dt'}{1+t'/\tau}=\frac At\ln\left(1+\frac t\tau\right).$$

The area grows without limit, and $tX$ never saturates. The excess is 2.40 times the exponential result at 1000 s and 4.62 times at 10,000 s. With $u=t/\tau$ the slope is

$$\frac{d\ln X}{d\ln t}=-1+\frac{u}{(1+u)\ln(1+u)}.$$

At $u=100$ this is $-1+0.990/4.62\approx-0.79$. The slope does tend to $-1$, but logarithmically slowly, and the logarithm in $X$ remains. If a linear loss takes over at small excess, the area becomes finite and the inverse law returns after that later stage.

## Variation 2: a small vacancy share

**Question.** Let a fraction $f_I=0.98$ of equilibrium boron diffusion proceed by interstitials and the rest by vacancies. Recombination keeps the product of the interstitial and vacancy concentrations at its equilibrium value. How does the late excess change?

**Solution.** The constant product means that the vacancy concentration, relative to equilibrium, is $1/S$. The enhancement is therefore

$$\frac{D_B}{D^*}=f_IS+\frac{1-f_I}{S}.$$

Subtract one, written as $f_I+(1-f_I)$:

$$\frac{D_B}{D^*}-1=f_I(S-1)-(1-f_I)\left(1-\frac1S\right).$$

The first term has the area $f_IA$. For the second, put $y=e^{-t/\tau}$, so that $dt=-\tau\,dy/y$:

$$\int_0^\infty\frac{S-1}{S}\,dt=\tau\int_0^1\frac{S_0-1}{1+(S_0-1)y}\,dy=\tau\ln S_0.$$

Both areas are finite, so the inverse law holds with the new coefficient

$$A''=f_IA-(1-f_I)\tau\ln S_0.$$

Here $\tau\ln S_0\approx691$ s, and $A''\approx97\,902-14=97\,888$ s. This is 2.01% below $A$, in agreement with the change of −2.01% found by numerical integration at 1000 s. Nearly all of it comes from the factor $f_I$. The loss of vacancies matters little, because it can remove at most the small vacancy share of equilibrium diffusion, whereas the interstitial part is multiplied by hundreds.

Further values are listed in the numerical output below.

## Computed values

```
temperature: 1073.15 K
S0: 1000; tau: 100 s; sigma0: 10 nm
marker peak: 2.0e+17 cm^-3
D law: 0.76 cm^2/s, 3.46 eV
D_eq: 4.283e-17 cm^2/s = 4.283e-03 nm^2/s
A = (S0-1) tau: 99900 s = 27.75 h
extra diffusion D_eq*A: 427.9 nm^2
t(s) | S | M | X | A/t | slope | sigma(nm)
10 | 904.9 | 951.67 | 950.67 | 9990 | -0.0492 | 13.47
30 | 741.1 | 864.08 | 863.08 | 3330 | -0.1425 | 17.95
100 | 368.5 | 632.49 | 631.49 | 999 | -0.4180 | 25.33
300 | 50.74 | 317.42 | 316.42 | 333 | -0.8428 | 30.26
1000 | 1.045 | 100.9 | 99.895 | 99.9 | -0.9995 | 31.05
3000 | 1 | 34.3 | 33.3 | 33.3 | -1.0000 | 31.33
10000 | 1 | 10.99 | 9.99 | 9.99 | -1.0000 | 32.27
X within 1% of A/t from: 460.5 s (S there 10.99)
S down to 1.1 at: 920.9 s
M at t = A, integrated: 2.0000
decay to zero, M at 299700 s: 0.334
sigma at 1000 s, diffusion run: 31.054 nm
largest profile error / peak: 1.1e-04
sigma at 1000 s without transient: 10.42 nm
Neglected effects (rough inputs)
interstitial share f_I: 0.98
change of X at 1000 s by vacancies: -2.01 %
n_i: 1.96e+18 cm^-3
doping factor at initial peak: 1.106
doping factor at 1000 s peak: 1.033
migration length: 5 nm
10 s: migrations per atom 1.63, unmoved 20 %, excess kurtosis 3.76
1000 s: migrations per atom 17.29, unmoved 0 %, excess kurtosis 0.35
+5 K: D_eq +18.9 %, tau -16.9 %
decay activation energy: 3.7 eV; ramp: 50 K/s
ramp time in units of tau: 0.0051
flat-topped decay, X ratio 1e3, 1e4 s: 0.886, 0.886
hyperbolic decay, X ratio 1e3, 1e4 s: 2.40, 4.62
```
